# Current driven by a carrier temperature gradient at constant relaxation time

An electron that enters the high-field part of a transistor channel gains energy from the field faster than it loses it to the lattice. The electron gas there becomes hotter than the gas near the source, so temperature as well as density varies along the channel. Drift and diffusion, written as a response to field and density gradient, say nothing about the flow that this temperature difference drives. The missing term follows from momentum balance.

## Model and result

Let $x$ point along the channel. Electrons have charge $-q$, with $q>0$, and an isotropic mass $m$ in a parabolic band. The field $E$ exerts the force $-qE$. Let $f(x,v,t)$ be the distribution of $v$, the velocity along $x$, after integration over the transverse velocities. Density and mean velocity are

$$
n=\int f\,dv,\qquad nu=\int v f\,dv ,
$$

and the electric current density is $J=-qnu$.

Collisions are described by a relaxation time $\tau$ that does not depend on velocity:

$$
\frac{\partial f}{\partial t}+v\frac{\partial f}{\partial x}-\frac{qE}{m}\frac{\partial f}{\partial v}=-\frac{f-f_0}{\tau}. \tag{1}
$$

Here $f_0$ is a Maxwellian at rest with the same local density as $f$. Equal densities mean that collisions conserve electrons. Zero mean velocity means that collisions hand the electrons' momentum to the lattice.

With $\mu=q\tau/m$ and $D=\mu kT/q$, where $k$ is the Boltzmann constant, the steady current at small drift momentum flux is

$$
\boxed{J=q\mu nE+qD\frac{dn}{dx}+\mu nk\frac{dT}{dx}} \tag{2}
$$

The temperature $T$ is that of the electrons, which may differ from the lattice temperature. Its precise definition appears in the derivation.

## The moments

Integrate (1) over $v$. The field term gives $[f]_{-\infty}^{\infty}=0$, because $f$ vanishes at large speed. The collision term vanishes because $f$ and $f_0$ have equal density. What remains is continuity:

$$
\frac{\partial n}{\partial t}+\frac{\partial (nu)}{\partial x}=0 .
$$

Now multiply (1) by $mv$ and integrate, term by term. The time derivative gives $\partial(mnu)/\partial t$. In the second term $x$ and $v$ are independent variables, so the derivative comes outside:

$$
\int mv^2\frac{\partial f}{\partial x}\,dv=\frac{\partial}{\partial x}\left(mn\langle v^2\rangle\right),
\qquad n\langle v^2\rangle=\int v^2f\,dv .
$$

The field term needs one integration by parts, in which $vf$ vanishes at both ends:

$$
-qE\int v\frac{\partial f}{\partial v}\,dv
=-qE\left([vf]_{-\infty}^{\infty}-\int f\,dv\right)=+qnE .
$$

In the collision term $f_0$ carries no momentum:

$$
-\frac{m}{\tau}\int v(f-f_0)\,dv=-\frac{mnu}{\tau}.
$$

This is where a velocity-independent $\tau$ matters. It can be taken outside the integral, and the loss of momentum depends on $f$ through $nu$ alone. Together,

$$
\frac{\partial(mnu)}{\partial t}+\frac{\partial}{\partial x}\left(mn\langle v^2\rangle\right)+qnE=-\frac{mnu}{\tau}. \tag{3}
$$

Split the velocity into its mean and a random part, $v=u+c$ with $\langle c\rangle=0$. The cross term $2u\langle c\rangle$ vanishes, so $\langle v^2\rangle=u^2+\langle c^2\rangle$. Define the temperature by the random part:

$$
kT=m\langle c^2\rangle,\qquad mn\langle v^2\rangle=nkT+mnu^2 . \tag{4}
$$

No shape of $f$ has been assumed. Equation (3) with (4) is a consequence of (1) without further approximation.

Two terms are now dropped. The time derivative is small beside $mnu/\tau$ when the current changes slowly over a time $\tau$. The gradient of $mnu^2$ is small beside that of $nkT$ when $mu^2\ll kT$ and both vary over similar lengths. Then

$$
nu=-\frac{\tau}{m}\left[qnE+\frac{d(nkT)}{dx}\right].
$$

Multiplying by $-q$ gives

$$
J=\mu\left[qnE+\frac{d(nkT)}{dx}\right]. \tag{5}
$$

The product rule, $d(nkT)/dx=kT\,dn/dx+nk\,dT/dx$, turns (5) into (2).

For holes of density $p$ the force is $+qE$ and the current is $+q$ times the particle flux. The field term keeps its sign and both gradient terms change theirs:

$$
J_p=q\mu_p pE-\mu_p kT\frac{dp}{dx}-\mu_p pk\frac{dT}{dx}.
$$

## What the extra term means

At uniform density and zero field, the electron flux is $-(\mu nk/q)\,dT/dx$, directed from hot to cold. Equal numbers of electrons leave collisions per unit time on the two sides of a plane, but those from the hot side are faster and travel farther before the next collision. More of them cross. The electric current is opposite to the electron flux, which gives the plus sign in (2).

If no current flows and there is no field, (5) requires $nT$ to be uniform. The hot region is therefore depleted, whereas diffusion without the thermal term would predict uniform density. If instead the density is held uniform at zero current, a field must balance the thermal push:

$$
E=-\frac{k}{q}\frac{dT}{dx}.
$$

For code, it matters how diffusion is written. With uniform mobility,

$$
q\frac{d(Dn)}{dx}=\mu\frac{d(nkT)}{dx},
$$

so this form already contains the thermal term, and adding it again would count it twice. If $\tau$ depends on position but not on velocity, the derivation still holds, because $\tau$ enters (3) at one point at a time. The current is then (5) with the local $\mu$. The form $q\,d(Dn)/dx$ would bring in a further term $nkT\,d\mu/dx$ that does not belong there. For a velocity-independent $\tau$ in the parabolic band assumed here, equation (5) is therefore the one to discretize. A mobility that varies because $\tau$ depends on the electron's energy is a different case, treated below.

## Which temperature

Equation (5) uses the spread of velocities along $x$. A device program may supply a lattice temperature or a mean electron temperature instead, and these can differ from it.

Consider a ring of circumference $L$ on which every collision returns electrons to a Maxwellian at the lattice temperature $T_L=\bar T[1+0.3\sin(2\pi x/L)]$. A uniform force $2k\bar T/L$ acts on them. Equation (1) can be solved here by following free flights: an electron starts with a thermal velocity, accelerates for an exponentially distributed time, and collides again. Requiring the density of arrivals to reproduce the density of starts gives a linear system, solved numerically with a Fourier representation in $x$ and quadrature over flight times.

Put $T_L$ in place of $T$ in (2), and let $\lambda=\tau\sqrt{k\bar T/m}$ be the mean free path. The largest error in the current, relative to the largest value of the thermal term, is 1.2% at $\lambda/L=0.010$ and 0.3% at $\lambda/L=0.005$, with the force held fixed. Halving the path reduces the error by a factor 3.9, close to the factor 4 of a second-order correction. Without the thermal term the error at the shorter path is 100% on the same scale.

With the force removed, the density at the shorter path varies by 63% of its mean between its extremes, while $nT_L$ varies by 0.2%. The product of $n$ and the kinetic temperature is uniform by (3), so this small remainder measures the difference between the two temperatures.

A strong field also makes the spread anisotropic. In a uniform gas with acceleration $a$, the time $s$ since the last collision has the distribution $e^{-s/\tau}/\tau$, with mean $\tau$ and variance $\tau^2$. The velocity gained is $as$, so its mean is $u=a\tau$ and its variance is $a^2\tau^2=u^2$. This adds to the thermal variance along $x$ and not across it:

$$
T_x-T_\perp=\frac{mu^2}{k}. \tag{6}
$$

## When the relaxation time depends on energy

The coefficient in (2) belongs to constant $\tau$. Suppose that $\tau\propto\varepsilon^r$, where $\varepsilon$ is the kinetic energy in three dimensions, and let $f_0$ now denote the three-dimensional Maxwellian at the electron temperature $T$. To first order in field and gradients,

$$
f_1=-\tau\left(v_x\frac{\partial f_0}{\partial x}-\frac{qE}{m}\frac{\partial f_0}{\partial v_x}\right).
$$

Since $\partial f_0/\partial v_x=-(mv_x/kT)f_0$, the field part of the flux $\int v_xf_1\,d^3v$ is $-(qE/kT)\,n\langle\tau v_x^2\rangle$. Comparing this with $-\mu nE$ identifies

$$
\mu=\frac{q}{kT}\langle\tau v_x^2\rangle .
$$

At fixed density, $f_0\propto T^{-3/2}e^{-\varepsilon/kT}$, so

$$
\frac{\partial f_0}{\partial x}=f_0\left(\frac{\varepsilon}{kT}-\frac32\right)\frac1T\frac{dT}{dx}.
$$

The thermal current, $-q$ times the corresponding flux, is

$$
J_T=\frac{qn}{T}\left\langle\tau v_x^2\left(\frac{\varepsilon}{kT}-\frac32\right)\right\rangle\frac{dT}{dx}.
$$

By isotropy $v_x^2$ averages to $2\varepsilon/3m$ at given energy, so $\tau v_x^2$ contributes a power $\varepsilon^{r+1}$. The Maxwellian energy distribution is proportional to $\varepsilon^{1/2}e^{-\varepsilon/kT}$. Integration by parts gives

$$
\int_0^\infty\varepsilon^{r+5/2}e^{-\varepsilon/kT}d\varepsilon
=\left(r+\tfrac52\right)kT\int_0^\infty\varepsilon^{r+3/2}e^{-\varepsilon/kT}d\varepsilon .
$$

The weighted mean of $\varepsilon/kT$ is thus $r+5/2$. Subtracting $3/2$ leaves

$$
J_T=(1+r)\,\mu nk\frac{dT}{dx}. \tag{7}
$$

If the prefactor in $\tau\propto\varepsilon^r$ is uniform, the expression for $\mu$ gives $\mu\propto T^r$, so $D=\mu kT/q\propto T^{1+r}$. Then $q\,d(Dn)/dx$ equals $qD\,dn/dx$ plus exactly the term (7), whereas (5) with the local $\mu$ would miss the factor $1+r$.

Constant $\tau$ is the case $r=0$. Acoustic phonon scattering in a simple band has $r=-1/2$, which halves the term. Ionized impurity scattering, with the slow energy dependence of its screening logarithm ignored, has $r=3/2$ and multiplies the term by $5/2$.

## A point in a silicon channel

Take electrons running from source to drain in the $+x$ direction and heating on the way. The inputs are rough, round values:

- $n=10^{17}\ \mathrm{cm^{-3}}$ and $dn/dx=-2\times10^{21}\ \mathrm{cm^{-4}}$
- $\mu=400\ \mathrm{cm^2/Vs}$ and $E=-20\ \mathrm{kV/cm}$
- $T=600$ K and $dT/dx=3$ K/nm, with the lattice at 300 K

The thermal energy is $kT=51.7$ meV, so $D=\mu kT/q=20.7\ \mathrm{cm^2/s}$. The temperature gradient acts like a field $(k/q)\,dT/dx=2.585$ kV/cm. With $q=1.602\times10^{-19}$ C, the three currents in $\mathrm{A/cm^2}$ are

$$
\begin{aligned}
q\mu nE&=(1.602\times10^{-19})(400)(10^{17})(-2\times10^4)=-1.282\times10^5,\\
qD\,\frac{dn}{dx}&=(1.602\times10^{-19})(20.68)(-2\times10^{21})=-6.63\times10^3,\\
\mu nk\,\frac{dT}{dx}&=(1.602\times10^{-19})(400)(10^{17})(2585)=+1.66\times10^4 .
\end{aligned}
$$

Their sum is $J=-1.18\times10^5\ \mathrm{A/cm^2}$, or $-1.18\times10^9\ \mathrm{A/m^2}$. The mean velocity is $u=-J/qn=7.4\times10^6$ cm/s toward the drain. The thermal current is 13% of the drift current and opposes it: the hot electrons ahead push back toward the source. For constant $\tau$ it is also larger than the diffusion current, so keeping diffusion while omitting the thermal term would not be a consistent approximation here.

The neglected inertia can be estimated from the same numbers. In one-dimensional steady flow $nu$ is constant, so $du/dx=-(u/n)\,dn/dx$ and

$$
\mu\frac{d(mnu^2)}{dx}=\mu mnu\frac{du}{dx}=-\mu mu^2\frac{dn}{dx}.
$$

The mass is silicon's conductivity mass. For six equally filled valleys with a common $T$ and $\tau$, the currents (5) of the valleys add, and the inverse masses along $x$ average to $1/m=(1/m_l+2/m_t)/3$. With $m_l=0.92$ and $m_t=0.19$ free-electron masses, $m=0.258$ free-electron masses and $\tau=\mu m/q=59$ fs. The valleys move at different mean velocities, but for an estimate they are treated as one gas with this mass. Then $mu^2/k=93$ K, and the inertia current is about $+1\times10^3\ \mathrm{A/cm^2}$, or roughly 6% of the thermal term. Giving each valley its own mean velocity raises this to about 8% for a channel along a ⟨100⟩ crystal direction and to about 7% along ⟨110⟩. By (6), 93 K is also the scale of the difference between the temperatures along and across the channel. It is an average over valleys. For a ⟨100⟩ channel the same estimate gives about 26 K in the valleys that are heavy along $x$ and about 126 K in the light ones, so a common $T$ for all valleys is itself an approximation of this size. A program that supplies one mean temperature leaves this difference out.

## How far silicon departs from the model

The velocity lies below the rough saturation value of $10^7$ cm/s for electrons in silicon. Balancing field heating against energy loss gives an energy relaxation time

$$
\tau_\varepsilon=\frac{3k(T-T_L)/2}{q|E|u}=0.26\ \mathrm{ps},
$$

which has the usual order of magnitude for silicon. This estimate omits the energy carried in and out by the flow. The enthalpy part alone, $\tfrac52k\,dT/dx$ per electron and unit length, is about a third of the heating $q|E|$ and would raise the time to about 0.39 ps. The density is low for a strongly inverted surface channel, where confinement and degeneracy also enter. The ratio of thermal to drift current, $k(dT/dx)/(qE)$, does not contain $n$ while (2) holds.

Among the corrections estimated here, the largest comes from giving up constant $\tau$. With mobility, field and gradients held fixed, $r=-1/2$ reduces the thermal current to $8.3\times10^3\ \mathrm{A/cm^2}$ and raises the magnitude of the total by 7%. The value $r=3/2$ would give $4.1\times10^4\ \mathrm{A/cm^2}$. An implementation should therefore take the factor in front of $\mu nk\,dT/dx$ from its own scattering model and band. The value $1+r$ requires a power law, a parabolic band, a nondegenerate gas and a weak field.

The band is not parabolic either. At constant $\tau$ and first order, the velocity moment in momentum space contains $d(n\langle v_x^2\rangle)/dx$ and $qEn\langle\partial v_x/\partial p_x\rangle$, where $p_x$ is the momentum along $x$. For a Maxwell–Boltzmann distribution, integration by parts gives $\langle\partial v_x/\partial p_x\rangle=\langle v_x^2\rangle/kT$. Hence $\mu=q\tau\langle v_x^2\rangle/kT$, and the thermal current becomes

$$
q\tau n\frac{d\langle v_x^2\rangle}{dT}\frac{dT}{dx}
=\mu nk\,\frac{d\ln\langle v_x^2\rangle}{d\ln T}\,\frac{dT}{dx}.
$$

For an isotropic band $\varepsilon(1+\alpha\varepsilon)=p^2/2m$ with the rough value $\alpha=0.5\ \mathrm{eV^{-1}}$, numerical quadrature at 600 K gives a factor 0.89, a reduction of 11%. This factor belongs to constant $\tau$ and cannot simply be multiplied by $1+r$. If the scattering rate follows the density of states of this band, quadrature gives a factor 0.28, against $1/2$ in the parabolic band. The thermal current is then $4.7\times10^3\ \mathrm{A/cm^2}$, somewhat below the diffusion current but still comparable with it. This is not a lower bound for silicon. Hot electrons there also scatter between valleys by emitting phonons, at a rate that rises with energy above the phonon thresholds. With commonly used acoustic and intervalley deformation potentials, which give a mobility of about $1430\ \mathrm{cm^2/Vs}$ at 300 K in the nonparabolic band, and with the lattice at 300 K, the same first-order quadrature at 600 K gives a factor of about 0.14 in the parabolic band and about $-0.04$ with $\alpha=0.5\ \mathrm{eV^{-1}}$. In phonon-limited bulk silicon $D$ then hardly changes with electron temperature, and the thermal term is small beside diffusion. The phonon-limited mobility at 600 K is about $740\ \mathrm{cm^2/Vs}$, so the value 400 used above implies further scattering, which changes the factor again.

Equation (7) also assumes a weak field. Here the energy $q|E|\tau\sqrt{kT/m}$ gained from the field over a mean free path is $0.43\,kT$, so for energy-dependent scattering the factor $1+r$ is a guide and not a precise value. Equation (5), for constant $\tau$, is not an expansion in the field, but it still requires the inertia term to be small, and that term grows with the square of the drift velocity.

The corrections that follow are smaller at this point. For a degenerate gas, $nkT$ in (5) is replaced by the pressure $P$ of an ideal Fermi gas, and $nk$ in the thermal term by $(\partial P/\partial T)_n$. Numerical Fermi integrals, with the density-of-states mass $(36\,m_lm_t^2)^{1/3}$, give a change of about $-0.01\%$. The mean free path $\tau\sqrt{kT/m}$ is 11 nm, against a temperature length $T/(dT/dx)$ of 200 nm. The thermal wavelength $h/\sqrt{2\pi mkT}$, with $h$ the Planck constant, is 6 nm, so a local classical description is reasonable along the channel. The field is 7% of a rough breakdown field of 300 kV/cm. In a channel only a few tens of nanometres long, the mean free path is no longer small beside the device, and the inertia and anisotropy terms must be reconsidered before (2) is used.

Numbers in the example were calculated in double precision.
